# Akhiezer and Landau-Rumer damping of transverse sound from one kinetic equation: a program that tests the result

```python
"""
Damping of transverse sound by thermal phonons, from one kinetic formula.

Result under test (wave energy decays as exp(-Gamma t)):
  Gamma = omega^2/(rho c^2) * sum_j T C_j tau
          * < G_j^2 / (1 + (omega tau)^2 (1 - mu v_j/c)^2) >
  omega tau << 1 : Gamma = omega^2 tau sum_j g_j^2 T C_j / (15 rho c^2)
  omega tau >> 1 : Gamma = (pi^3 g_L^2/30) r^3 (1-r^2) omega (kT)^4
                           / (rho c^2 (hbar v_L)^3),   r = c/v_L
Symbols: omega, c = frequency and speed of the sound; rho = density;
v_j, C_j = speed and heat capacity per volume of thermal branch j;
tau = relaxation time; G_j = g_j n_x n_z = relative energy shift per unit
strain du_x/dz; mu = n_z; < > = average over directions. Gaussian units.
In the code a = omega*tau and w = v_j/c.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

HBAR = const.hbar * 1e7      # erg s
KB = const.k * 1e7           # erg/K
NODES, WEIGHTS = np.polynomial.legendre.leggauss(40)


def shear_sq(mu):
    """(n_x n_z)^2 averaged over azimuth."""
    return 0.5 * mu**2 * (1 - mu**2)


def angular_average(coupling_sq, a, w):
    """Direction average of coupling_sq/(1+a^2(1-w mu)^2) by quadrature."""
    steps = 10.0 ** np.arange(0, 8) / (a * w)
    edges = np.concatenate(([-1.0, 1.0], 1 / w - steps, 1 / w + steps))
    edges = np.unique(edges[np.abs(edges) <= 1])
    total = 0.0
    for low, high in zip(edges[:-1], edges[1:]):
        mu = 0.5 * (low + high) + 0.5 * (high - low) * NODES
        values = coupling_sq(mu) / (1 + (a * (1 - w * mu)) ** 2)
        total += 0.5 * (high - low) * np.dot(WEIGHTS, values)
    return 0.5 * total


def bose(x):
    return 1 / np.expm1(x)


def minus_bose_slope(x):
    return 1 / (4 * np.sinh(x / 2) ** 2)


# ---- Test 1: absorbed power from nonlinear rays traced backward in time
# Units: q = c = omega = 1, phonon energy in kT.
def ray_power(energy, mu, w, tau, g, strain, steps=3000):
    phases = 2 * np.pi * np.arange(16) / 16
    kx = energy * np.sqrt(1 - mu**2)

    def rates(s, y):
        z, kz = y[0], y[1]
        k = np.sqrt(kx**2 + kz**2)
        phase = z + s                       # z - omega t with t = -s
        eps = strain * np.cos(phase)
        eps_z = -strain * np.sin(phase)
        ham = k + g * eps * kx * kz / k
        speed = w * (kz / k + g * eps * (kx / k - kx * kz**2 / k**3))
        force = -w * g * eps_z * kx * kz / k
        return np.array([-speed, -force, np.exp(-s / tau) / tau * bose(ham)])

    y = np.array([phases, np.full(16, energy * mu), np.zeros(16)])
    h = 30 * tau / steps
    for i in range(steps):
        s = i * h
        k1 = rates(s, y)
        k2 = rates(s + h / 2, y + h / 2 * k1)
        k3 = rates(s + h / 2, y + h / 2 * k2)
        k4 = rates(s + h, y + h * k3)
        y = y + h / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    energy_rate = g * kx * mu * strain * np.sin(phases)
    return np.mean(y[2] * energy_rate)


ray_errors = []
for energy, mu, tau in ((2.0, 0.3, 0.3), (1.0, 0.6, 3.0), (3.0, -0.5, 1.0)):
    w, g, strain = 1.6, 2.0, 1e-4
    shift = g * mu * np.sqrt(1 - mu**2)
    formula = (0.5 * strain**2 * minus_bose_slope(energy) * energy**2
               * shift**2 * tau / (1 + (tau * (1 - w * mu)) ** 2))
    ray_errors.append(abs(ray_power(energy, mu, w, tau, g, strain)
                          / formula - 1))
assert max(ray_errors) < 2e-3


# ---- Test 2: decay rate by diagonalizing wave + phonon gas together
# Unknowns: strain, velocity, and the phonon deviation at each mu.
def coupled_decay(tau, w, beta, size=240):
    mu, weight = np.polynomial.legendre.leggauss(size)
    b = mu * np.sqrt(1 - mu**2)
    matrix = np.zeros((size + 2, size + 2), complex)
    matrix[0, 1] = 1j
    matrix[1, 0] = 1j
    matrix[1, 2:] = -1j * beta * 0.25 * weight * b   # phonon stress
    rate = 1j * w * mu + 1 / tau
    matrix[np.arange(2, size + 2), np.arange(2, size + 2)] = -rate
    matrix[2:, 0] = rate * b
    values = np.linalg.eigvals(matrix)
    return -2 * values[np.argmin(abs(values + 1j))].real


mode_errors = []
for tau in (0.05, 1.0, 20.0):
    beta = 1e-3
    formula = beta * tau * angular_average(shear_sq, tau, 1.6)
    mode_errors.append(abs(coupled_decay(tau, 1.6, beta) / formula - 1))
assert max(mode_errors) < 1e-2     # formula is first order in beta


# ---- Test 3: golden rule at finite sound quantum against kinetic limit
# Units: hbar = kT = v_L = 1, q = sound wavevector, r = c/v_L.
def golden_ratio(q, r):
    def integrand(k):
        mu = r - q * (1 - r**2) / (2 * k)
        k_new = k + r * q
        kx_sq = 0.5 * k**2 * (1 - mu**2)             # azimuth average
        kz = k * mu
        g_sq = kx_sq * (2 * kz + q) ** 2 / (2 * k * k_new) ** 2
        return (0.5 * k**2 * k * k_new * g_sq * (bose(k) - bose(k_new))
                * k_new / (k * q))
    start = q * (1 - r) / 2
    quantum = (quad(integrand, start, start + 1, limit=200)[0]
               + quad(integrand, start + 1, 60, limit=200)[0])
    moment = quad(lambda x: x**4 * minus_bose_slope(x), 1e-8, 60)[0]
    return quantum / (0.5 * r * shear_sq(r) * moment)


assert abs(golden_ratio(0.01, 0.625) - 1) < 2e-3


# ---- Model solid
density = 3.0                 # g/cm^3
c_sound = 5.0e5               # cm/s, transverse sound
v_long = 8.0e5                # cm/s
atoms = 5.0e22                # cm^-3
g_long, g_trans = 3.0, 1.0
k_debye = (6 * np.pi**2 * atoms) ** (1 / 3)
modulus = density * c_sound**2
branches = ((1, v_long, g_long), (2, c_sound, g_trans))
ratio = c_sound / v_long


def heat_tc(temp, speed):
    """T*C of one Debye branch in erg/cm^3, by quadrature."""
    scale = KB * temp / (HBAR * speed)
    top = min(k_debye / scale, 60.0)
    integral = quad(lambda x: x**4 * minus_bose_slope(x), 1e-8, top)[0]
    return KB * temp * scale**3 * integral / (2 * np.pi**2)


def gamma_full(omega, temp, tau):
    total = sum(m * g**2 * heat_tc(temp, v)
                * angular_average(shear_sq, omega * tau, v / c_sound)
                for m, v, g in branches)
    return omega**2 * tau * total / modulus


def gamma_akhiezer(omega, temp, tau):
    total = sum(m * g**2 * heat_tc(temp, v) for m, v, g in branches)
    return omega**2 * tau * total / (15 * modulus)


def gamma_landau_rumer(omega, temp):
    return (np.pi**3 * g_long**2 / 30 * ratio**3 * (1 - ratio**2) * omega
            * (KB * temp) ** 4 / (modulus * (HBAR * v_long) ** 3))


# ---- Test 4: low-temperature heat capacity and both limits
temp, tau_cold = 20.0, 20e-9
tc_closed = (2 * np.pi**2 / 15 * (KB * temp) ** 4 / (HBAR * v_long) ** 3)
assert abs(heat_tc(temp, v_long) / tc_closed - 1) < 1e-5
assert abs(15 * angular_average(shear_sq, 1e-3, 1.6) - 1) < 1e-4
lr_number = np.pi / 4 * ratio**3 * (1 - ratio**2)
lr_quadrature = 1e4 * angular_average(shear_sq, 1e4, 1.6)
assert abs(lr_quadrature / lr_number - 1) < 2e-3
omega_low, omega_high = 2 * np.pi * 1e5, 2 * np.pi * 1e10
assert abs(gamma_full(omega_low, temp, tau_cold)
           / gamma_akhiezer(omega_low, temp, tau_cold) - 1) < 1e-2
# remaining difference is the slow ln(a)/a correction
assert abs(gamma_full(omega_high, temp, tau_cold)
           / gamma_landau_rumer(omega_high, temp) - 1) < 5e-2

# ---- Test 5: relaxation time that depends on phonon energy, tau0/x
nodes, weights = np.polynomial.legendre.leggauss(80)
x_grid = 20 * (nodes + 1)
heat_weight = weights * x_grid**4 * minus_bose_slope(x_grid)
heat_weight /= heat_weight.sum()


def spread_damping(a0):
    return sum(p * a0 / x * angular_average(shear_sq, a0 / x, 1.6)
               for p, x in zip(heat_weight, x_grid))


mean_inverse = np.dot(heat_weight, 1 / x_grid)
spread_low = spread_damping(1e-3) / (1e-3 * mean_inverse / 15)
spread_high = spread_damping(1e5) / lr_number
assert abs(spread_low - 1) < 1e-3
assert abs(spread_high - 1) < 2e-3

# ---- Test 6: transverse thermal phonons leave only a logarithm
a_big = 1e3
log_formula = (np.log(2 * a_big) - 7 / 3) / (2 * a_big**2)
log_ratio = angular_average(shear_sq, a_big, 1.0) / log_formula
assert abs(log_ratio - 1) < 2e-3


# ---- Test 7: longitudinal sound, coupling nonzero along the wave
def flat(mu):
    return np.ones_like(mu)


collinear = 1e4 * angular_average(flat, 1e4, 1.0)
dispersed = 1e4 * angular_average(flat, 1e4, 0.99)
slower = 1e4 * angular_average(flat, 1e4, 0.625)
assert abs(collinear / (np.pi / 4) - 1) < 1e-3
assert dispersed < 0.02 * collinear
assert slower < 1e-3 * collinear


# ---- Worked example
def tau_law(t):
    return tau_cold * (20.0 / t) ** 3


def exponents(omega):
    s = 1.01
    in_omega = np.log(gamma_full(omega * s, temp, tau_cold)
                      / gamma_full(omega / s, temp, tau_cold))
    in_temp = np.log(gamma_full(omega, temp * s, tau_law(temp * s))
                     / gamma_full(omega, temp / s, tau_law(temp / s)))
    return in_omega / (2 * np.log(s)), in_temp / (2 * np.log(s))


print(f"density = {density:.1f} g/cm^3")
print(f"sound speed c = {c_sound:.2e} cm/s")
print(f"longitudinal speed v_L = {v_long:.2e} cm/s")
print(f"speed ratio r = c/v_L = {ratio:.3f}")
print(f"matching angle = {np.degrees(np.arccos(ratio)):.2f} deg")
print(f"couplings g_L, g_T = {g_long:.1f}, {g_trans:.1f}")
print(f"atom density = {atoms:.1e} cm^-3")
print(f"Debye temperature L = {HBAR*v_long*k_debye/KB:.0f} K")
print(f"Debye temperature T = {HBAR*c_sound*k_debye/KB:.0f} K")
print(f"rho c^2 = {modulus:.3e} erg/cm^3")
print(f"cold case: T = {temp:.0f} K, tau = {tau_cold*1e9:.0f} ns")
print(f"T*C_L at 20 K = {heat_tc(temp, v_long):.4e} erg/cm^3")
print(f"T*C_T at 20 K, one branch = {heat_tc(temp, c_sound):.4e} erg/cm^3")
print("f[Hz] | omega tau | Gamma full, Akhiezer, Landau-Rumer [1/s]")
for freq in (1e5, 1e6, 1e7, 1e8, 1e9, 1e10):
    om = 2 * np.pi * freq
    print(f"{freq:.0e} | {om*tau_cold:.4g} | "
          f"{gamma_full(om, temp, tau_cold):.4e}, "
          f"{gamma_akhiezer(om, temp, tau_cold):.4e}, "
          f"{gamma_landau_rumer(om, temp):.4e}")
omega_cross = (gamma_landau_rumer(1.0, temp)
               / gamma_akhiezer(1.0, temp, tau_cold))
print(f"crossover omega tau = {omega_cross*tau_cold:.4f}")
print(f"crossover frequency = {omega_cross/(2*np.pi)/1e6:.3f} MHz")
cross_full = gamma_full(omega_cross, temp, tau_cold)
cross_limit = gamma_landau_rumer(omega_cross, temp)
print(f"full Gamma / common limit there = {cross_full/cross_limit:.4f}")
for label, om in (("0.1 MHz", omega_low), ("10 GHz", omega_high)):
    p_omega, p_temp = exponents(om)
    print(f"exponents at {label}: omega {p_omega:.3f}, T {p_temp:.3f}")
attenuation = gamma_full(omega_high, temp, tau_cold) / (2 * c_sound)
print(f"amplitude attenuation, 10 GHz, 20 K = {attenuation:.4e} 1/cm")
print(f"same in decibel = {attenuation*20/np.log(10):.4e} dB/cm")
quantum = HBAR * omega_high / (KB * temp)
print(f"hbar omega/kT at 10 GHz, 20 K = {quantum:.4f}")
print(f"golden rule/kinetic limit there = "
      f"{golden_ratio(quantum/ratio, ratio):.5f}")
print(f"golden rule/kinetic limit at hbar omega = kT: "
      f"{golden_ratio(1/ratio, ratio):.4f}")
warm, tau_warm, om = 300.0, 5e-12, 2 * np.pi * 1e9
print(f"warm case: T = {warm:.0f} K, tau = {tau_warm*1e12:.0f} ps, 1 GHz")
print(f"warm omega tau = {om*tau_warm:.4f}")
print(f"warm T*C_L = {heat_tc(warm, v_long):.4e} erg/cm^3")
print(f"warm T*C_T, one branch = {heat_tc(warm, c_sound):.4e} erg/cm^3")
warm_gamma = gamma_full(om, warm, tau_warm)
print(f"warm Gamma full = {warm_gamma:.4e} 1/s")
print(f"warm Gamma Akhiezer = {gamma_akhiezer(om, warm, tau_warm):.4e} 1/s")
print(f"warm amplitude attenuation = {warm_gamma/(2*c_sound):.4e} 1/cm")
print(f"ray test, largest relative error = {max(ray_errors):.1e}")
print(f"coupled-mode test, largest relative error = {max(mode_errors):.1e}")
print(f"tau(k) test, low and high ratio = {spread_low:.5f}, "
      f"{spread_high:.5f}")
print(f"logarithm test at omega tau = 1000, ratio = {log_ratio:.5f}")
print(f"longitudinal, a*average, v = c: {collinear:.4f}")
print(f"longitudinal, a*average, v = 0.99 c: {dispersed:.5f}")
print(f"longitudinal, a*average, v = 0.625 c: {slower:.6f}")
print("finished without a failed check")
```

It prints:

```
density = 3.0 g/cm^3
sound speed c = 5.00e+05 cm/s
longitudinal speed v_L = 8.00e+05 cm/s
speed ratio r = c/v_L = 0.625
matching angle = 51.32 deg
couplings g_L, g_T = 3.0, 1.0
atom density = 5.0e+22 cm^-3
Debye temperature L = 877 K
Debye temperature T = 548 K
rho c^2 = 7.500e+11 erg/cm^3
cold case: T = 20 K, tau = 20 ns
T*C_L at 20 K = 1.2741e+05 erg/cm^3
T*C_T at 20 K, one branch = 5.2186e+05 erg/cm^3
f[Hz] | omega tau | Gamma full, Akhiezer, Landau-Rumer [1/s]
1e+05 | 0.01257 | 1.5369e-03, 1.5373e-03, 1.1225e-01
1e+06 | 0.1257 | 1.4965e-01, 1.5373e-01, 1.1225e+00
1e+07 | 1.257 | 7.8298e+00, 1.5373e+01, 1.1225e+01
1e+08 | 12.57 | 1.3778e+02, 1.5373e+03, 1.1225e+02
1e+09 | 125.7 | 1.2184e+03, 1.5373e+05, 1.1225e+03
1e+10 | 1257 | 1.1400e+04, 1.5373e+07, 1.1225e+04
crossover omega tau = 0.9175
crossover frequency = 7.301 MHz
full Gamma / common limit there = 0.5912
exponents at 0.1 MHz: omega 1.999, T 1.002
exponents at 10 GHz: omega 0.988, T 4.037
amplitude attenuation, 10 GHz, 20 K = 1.1400e-02 1/cm
same in decibel = 9.9015e-02 dB/cm
hbar omega/kT at 10 GHz, 20 K = 0.0240
golden rule/kinetic limit there = 0.99999
golden rule/kinetic limit at hbar omega = kT: 0.9829
warm case: T = 300 K, tau = 5 ps, 1 GHz
warm omega tau = 0.0314
warm T*C_L = 1.3985e+09 erg/cm^3
warm T*C_T, one branch = 1.7624e+09 erg/cm^3
warm Gamma full = 2.8214e+05 1/s
warm Gamma Akhiezer = 2.8269e+05 1/s
warm amplitude attenuation = 2.8214e-01 1/cm
ray test, largest relative error = 4.2e-06
coupled-mode test, largest relative error = 7.8e-05
tau(k) test, low and high ratio = 1.00000, 0.99991
logarithm test at omega tau = 1000, ratio = 1.00074
longitudinal, a*average, v = c: 0.7854
longitudinal, a*average, v = 0.99 c: 0.00502
longitudinal, a*average, v = 0.625 c: 0.000164
finished without a failed check
```
